# Equilibrium flux peaking for ions aligned with a circular crystal channel

## The decision: what to put in the central bin

A calculation of channelled implantation may replace individual ion paths by a table of ion flux against distance from the channel centre. Local rates of electronic stopping, or of collisions with interstitial atoms, are then weighted with that table. The implementer must decide what to store in the central bin. The equilibrium flux for a perfectly aligned beam is

$$F(r)=\ln\frac{R^2}{r^2},\qquad 0<r\le R, \tag{1}$$

which has no finite value at $r=0$. Here $R$ is the channel radius, and $F$ is the flux divided by its mean over the channel. The quantity to store is the bin average, which is finite. For a central disc of radius $b$ it is

$$\bar F(b)=1+\ln\frac{R^2}{b^2}. \tag{2}$$

A second decision is whether the beam is aligned well enough for (2) to apply at the chosen $b$. Equation (14) below answers it.

Equation (1) rests on an assumption that circular symmetry does not supply: each ion must visit its energetically accessible area evenly. In a perfectly circular potential an aligned ion does not do this, and the flux follows a different law.

## Transverse motion

An ion of mass $M$, charge number $Z_1$ and energy $E$ moves at a small angle $\psi$ to rows of atoms with charge number $Z_2$ and spacing $d$. If it passes many atoms while its distance $\rho$ from a row changes little, the row acts through its average potential

$$U_{\rm row}(\rho)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{\rho^2+z^2}\right)dz. \tag{3}$$

For a screened atomic potential $V(s)=(Z_1Z_2e^2/s)\sum_i c_i e^{-\kappa_i s}$, with $e^2$ in Gaussian form, the substitution $z=\rho\sinh t$ gives $dz/s=dt$. Each term becomes $\int e^{-\kappa_i\rho\cosh t}dt=2K_0(\kappa_i\rho)$, where $K_0$ is the modified Bessel function. Hence

$$U_{\rm row}(\rho)=\frac{2Z_1Z_2e^2}{d}\sum_i c_iK_0(\kappa_i\rho).$$

The channel potential $U$ is the sum over all nearby rows.

Let $\mathbf x$ be the transverse position. Newton's equation is $M\ddot{\mathbf x}=-\nabla U$. With nearly constant axial speed $v$, depth is $z=vt$, and $Mv^2=2E$, so

$$\mathbf x''=-\frac{\nabla U}{2E}, \tag{4}$$

where a prime means $d/dz$. The angle is $\psi=|\mathbf x'|$. The transverse energy $E_\perp=E\psi^2+U$ is conserved, because

$$E_\perp'=2E\,\mathbf x'\cdot\mathbf x''+\nabla U\cdot\mathbf x'=0.$$

Energy loss and scattering are left out here and sized later. Since all ions share nearly the same axial speed, relative flux equals relative density.

## From equilibrium to the logarithm

Statistical equilibrium means that an ion is spread over its transverse energy shell with the microcanonical weight. Its density at $\mathbf x$ is proportional to

$$\int d^2p\;\delta\!\left(E_\perp-\frac{p^2}{2M}-U(\mathbf x)\right).$$

Write $d^2p=2\pi p\,dp$ and $w=p^2/2M$, so that $p\,dp=M\,dw$. The integral becomes

$$2\pi M\int_0^\infty dw\;\delta(E_\perp-U-w)=
\begin{cases}2\pi M,&U<E_\perp,\\0,&U>E_\perp.\end{cases} \tag{5}$$

The local kinetic energy has dropped out. This is a property of two dimensions: the momentum-space area of a thin energy shell does not depend on the kinetic energy. The ion is therefore uniformly distributed over the accessible area $A(E_\perp)$, with probability density $1/A(E_\perp)$.

Now let $U$ depend on $r$ alone and rise monotonically. An aligned ion entering at $r_0$ has $\psi=0$, so $E_\perp=U(r_0)$. It can reach $r<r_0$, and its accessible area is $\pi r_0^2$. Relative to a uniform density $1/\pi R^2$, it contributes $R^2/r_0^2$ at every $r<r_0$ and nothing farther out.

A uniform beam puts a fraction $2r_0\,dr_0/R^2$ of its ions between $r_0$ and $r_0+dr_0$. Ions that reach $r$ have $r_0>r$, so

$$F(r)=\int_r^R\frac{2r_0\,dr_0}{R^2}\,\frac{R^2}{r_0^2}
=2\int_r^R\frac{dr_0}{r_0}=2\ln\frac Rr=\ln\frac{R^2}{r^2}.$$

The shape of $U$ cancels. It determines how fast an ion moves, but the accessible area is fixed by the entry radius. The peak arises because every ion can reach the centre, while ions that enter near the centre are confined close to it.

### Integrating over bins

The fraction of ions inside radius $b$ follows with $s=r^2/R^2$, $ds=2r\,dr/R^2$ and $\beta=b^2/R^2$:

$$P(b)=\int_0^\beta(-\ln s)\,ds=\big[s-s\ln s\big]_0^\beta=\beta(1-\ln\beta). \tag{6}$$

The lower limit vanishes because $s\ln s\to0$. Thus $P(R)=1$, which confirms the normalization, and $P(b)\to0$ as $b\to0$: the divergence carries no finite fraction of the beam. Dividing by the relative area $\beta$ gives (2). For an annulus between $b_1$ and $b_2$ the value to store is

$$\bar F=\frac{R^2\,[P(b_2)-P(b_1)]}{b_2^2-b_1^2}.$$

Using the point value $F(b)$ for the central disc would be too low by 1 at any bin size. The flux equals its mean, $F=1$, at $r=R/\sqrt e$.

## Channels that are not circular

Let $A_0$ be the area per channel and $a(u)=A(u)/A_0$ the fraction of it where $U<u$. Assume one potential minimum per channel and no finite area of constant potential. Ions above the barrier between channels can move to neighbours, but in a periodic crystal under uniform illumination each channel gains as many as it loses. Their density relative to the mean is still $1/a$.

For uniform aligned entry, the fraction of ions with transverse energy between $u$ and $u+du$ is $da$. A point at potential $U$ is reached by those with larger $a$, so

$$F=\int_{a(U)}^1\frac{da'}{a'}=\ln\frac{1}{a(U)}=\ln\frac{A_0}{A(U)}. \tag{7}$$

A circle has $a=r^2/R^2$, which returns (1). For a real channel, $R=\sqrt{A_0/\pi}$ gives the circular approximation, and (7) tests it.

## What happens without mixing

In a perfectly circular potential angular momentum is conserved. An aligned ion starts with none, so it moves along a diameter and passes through the centre in every oscillation. It does not fill its accessible disc evenly.

The harmonic channel shows the consequence. The distance from the centre is $r=r_0|\cos\theta|$ with phase $\theta$ uniformly distributed in time. Over a quarter period $d\theta$ carries probability $2\,d\theta/\pi$, and $|dr|=r_0\sin\theta\,d\theta=\sqrt{r_0^2-r^2}\,d\theta$. The probability of finding the ion in $dr$ is therefore $2\,dr/(\pi\sqrt{r_0^2-r^2})$. After averaging over entry azimuths, division by the ring area $2\pi r\,dr$ gives the density

$$\frac{1}{\pi^2r\sqrt{r_0^2-r^2}}.$$

Multiplying by $\pi R^2$ and averaging over entry radii,

$$F_{\rm un}(r)=\int_r^R\frac{2r_0\,dr_0}{R^2}\,\frac{\pi R^2}{\pi^2r\sqrt{r_0^2-r^2}}
=\frac{2}{\pi r}\sqrt{R^2-r^2}. \tag{8}$$

This diverges as $1/r$, more strongly than the logarithm, but is also integrable. With $x=b/R$,

$$P_{\rm un}(b)=\frac{4}{\pi R^2}\int_0^b\sqrt{R^2-r^2}\,dr
=\frac2\pi\left[x\sqrt{1-x^2}+\arcsin x\right], \tag{9}$$

which equals 1 at $b=R$.

Both laws were tested on 2000 simulated ions in a circular channel with $R=1$. In the mixed runs the velocity was turned at each time step by a random angle of rms 0.15 rad, without changing its magnitude. There were 74 steps per harmonic half-period; 20 half-periods were discarded and 40 sampled. For $b=0.1$, law (6) gives a fraction 0.0561. The simulation gave 0.0562 for $U=r^2$ and 0.0563 for $U=r^2+r^4$, which illustrates the independence of potential shape. With the turns removed and $U=r^2$, the fraction was 0.1270, against 0.1271 from (9). The ions near the centre thus more than double when mixing is absent.

Equation (1) therefore needs a process that mixes transverse directions faster than it changes transverse energy. The non-circular potential of a real channel can supply some of that mixing.

## A beam with extra transverse energy

A beam tilted by a small angle $\varphi$ enters with additional transverse energy $\Delta E=E\varphi^2$. Take a harmonic channel, $U(r)-U(0)=W r^2/R^2$, with barrier height $W$, and define $q=\Delta E/W<1$. An ion entering at $s_0=r_0^2/R^2$ can reach $s=r^2/R^2$ if $s_0+q>s$. Its accessible area fraction is $s_0+q$, or 1 once it exceeds the barrier and is shared among channels. Setting $t=s_0+q$,

$$F_q(s)=\int_{\max(q,s)}^{1}\frac{dt}{t}+\int_1^{1+q}dt
=\ln\frac{1}{\max(q,s)}+q. \tag{10}$$

The divergence has become a plateau of height

$$F_q(0)=\ln\frac1q+q \tag{11}$$

and radius $R\sqrt q$. As $q\to0$, (1) returns at any fixed $r>0$. The normalization survives:

$$-q\ln q+\int_q^1(-\ln s)\,ds+q=-q\ln q+(1-q+q\ln q)+q=1. \tag{12}$$

For a central bin with $\beta=b^2/R^2>q$, the average is

$$\bar F_q=\frac1\beta\left[-q\ln q+\int_q^\beta(-\ln s)\,ds\right]+q. \tag{13}$$

The integral is $\beta-\beta\ln\beta-q+q\ln q$. The terms in $q\ln q$ cancel, leaving

$$\bar F_q=1+\ln\frac1\beta-q\left(\frac1\beta-1\right). \tag{14}$$

The last term is the error made by using (2) for a slightly misaligned beam. If $\beta\le q$, the whole bin lies on the plateau and (11) applies.

In a general channel the same argument gives the central flux

$$F(0)=\int_0^1\frac{da}{a(U_a+\Delta E)}, \tag{15}$$

where $U_a$ is the potential of the contour enclosing area fraction $a$.

## Boron at 20 keV along silicon ⟨110⟩

The example uses the universal Ziegler–Biersack–Littmark screened potential and a lattice constant of 0.5431 nm. The area per channel is $A_0=0.10428$ nm², so

$$R=\sqrt{0.10428/\pi}=0.182\ \text{nm}=3.44\ \text{bohr}.$$

Six rows surround the centre at an equal distance of 0.204 nm, and a search of the computed potential found one minimum per channel. The remaining values are in the numerical output below.

For a central bin with $b=0.05$ nm, $\beta=0.0025/0.0332=0.0753$, and (2) gives $\bar F=1+2.586=3.59$. The contour-area law (7), averaged over the same disc, gives 3.57. For $b=0.10$ nm the values are 2.20 and 2.18. Replacing this channel by a circle thus costs about 1% or less in these averages.

The equilibrium assumption costs more near the centre. Equation (4) was integrated for 3960 entry points in the static silicon potential, without energy loss or scattering. The window chosen, 300–600 nm, tests the long-time behaviour of this static model; with the stopping formula used below, the ions would come to rest after about 440 nm. The mean flux over this window was:

| Disc radius (nm) | Contour law | Trajectories |
|---|---:|---:|
| 0.02 | 5.41 | 6.45 |
| 0.05 | 3.57 | 3.75 |
| 0.10 | 2.18 | 2.19 |

The excess over equilibrium is about 20% in the smallest disc, 5% in the middle one and below 1% in the largest. The choice of entry points can move the smallest-disc values by a few per cent. The excess is not a brief transient: over 80–120 nm the smallest disc already has 6.33. The equilibrium assumption can fail even without circular symmetry. In an exactly harmonic elliptical well the two principal oscillations are independent, so each keeps its own energy and the shell is not filled evenly. Whether this accounts for the excess found here was not tested.

The principal curvatures are $k_x=713$ and $k_y=1205$ eV/nm², with mean $k=959$ eV/nm². For this mean, (4) reads $x''=-(k/2E)x$, and the oscillation wavelength is

$$\lambda=2\pi\sqrt{\frac{2E}{k}}=2\pi\sqrt{\frac{40000}{959}}\ \text{nm}\approx41\ \text{nm}.$$

The shallower window therefore lies two to three central oscillations below the surface.

### Size of the alignment error

Near the centre the contour $\tfrac12k_xx^2+\tfrac12k_yy^2=\Delta E$ is an ellipse with semi-axes $\sqrt{2\Delta E/k_x}$ and $\sqrt{2\Delta E/k_y}$. Its area fraction serves as $q$:

$$q\approx\frac{2\pi\Delta E}{A_0\sqrt{k_xk_y}}=\frac{2\pi\Delta E}{96.7\ \text{eV}}. \tag{16}$$

A tilt of 0.1° is $1.745\times10^{-3}$ rad and adds $20000\,(1.745\times10^{-3})^2=0.061$ eV. Then $q=0.0040$. For $b=0.05$ nm, (14) lowers the average by $0.0040\,(13.3-1)=0.05$, or 1.4%. The computed contours give 1.0%, and trajectories over 80–240 nm about 2%. As far as tilt alone is concerned, the aligned formula remains useful for this bin, although the central point value is now finite, 5.6 from (15).

A tilt of 0.5° adds 1.52 eV and gives $q=0.099$, larger than $\beta$. In the circular harmonic model the bin lies on the plateau, where (11) gives 2.4. In the computed potential the rim of the bin reaches 1.64 eV, slightly beyond the plateau, but the equilibrium bin average still equals the central value to the digits quoted. The full potential in (15) gives 2.7. The difference has the expected sign. The computed barrier is 8.8 eV above the centre, and its contour encloses 41% of the channel, whereas extending (16) to that energy would give 57%. The real well is stiffer away from the centre, so added energy enlarges the accessible area less than the harmonic model predicts.

The value 2.7 has two limits. It assumes equilibrium, whereas trajectories over 80–240 nm give a mean flux within 0.05 nm of about 2.5 to 2.9, depending on the azimuth of the tilt. It also depends on the screened potential: a Molière potential with the Firsov screening length raises the barrier to about 17 eV and the flux from (15) to 3.3. The aligned averages from (7) hardly change, because they depend on the shapes of the contours and not on their energies.

## Comparison with a real implant

On a (001) wafer, a ⟨110⟩ axis at 45° to the surface normal must be aligned deliberately. Depths in this example are distances along the axis; the depth below such a surface is smaller by a factor $\sqrt2$. The energy and tilts above are trial values, not specifications of a machine. Equation (1) assumes that the ions have no transverse energy beyond the potential energy at their entry points. Electronic scattering adds some even for a perfect beam. If stopping transfers energy $T$ to an electron initially at rest, the momentum transferred is $\sqrt{2m_eT}$. Treating all of it as transverse gives the ion a transverse energy $(m_e/M)T$. This sets only a scale: at 20 keV the ion moves at about 0.27 of the Bohr velocity, slower than most valence electrons of silicon, so those electrons are not at rest and the true heating can differ appreciably. The Lindhard–Scharff formula for a random medium gives a stopping of 92 eV/nm. Over 100 nm this adds roughly $4.98\times10^{-5}\times92\times100\approx0.5$ eV, for which (15) gives a central flux of about 3.7, or about 2.5 together with a 0.5° tilt. These are rough equilibrium estimates; letting the stopping fall with the ion energy gives 0.40 eV and a central flux of 3.8 instead. At this depth, trajectories given random transverse kicks of this total size, without tilt, still show a mean flux of about 4.9 within 0.02 nm. In addition, channelled stopping can differ from the random value, and scattering by vibrating nuclei, lattice damage and a surface oxide are not included.

Energy loss acts in the opposite direction. The same stopping formula leaves 11.9 keV at 100 nm. Drag along the path removes transverse energy at the rate $S\psi^2$ per unit depth, where $S=-dE/dz$. In a harmonic well the mean of $E\psi^2$ is half the transverse energy $\varepsilon$ above the centre. Hence

$$\frac{d\varepsilon}{dz}=-\frac{S}{2E}\,\varepsilon
\quad\Longrightarrow\quad
\frac{d\varepsilon}{\varepsilon}=\frac{dE}{2E}
\quad\Longrightarrow\quad \varepsilon\propto\sqrt E. \tag{17}$$

In this harmonic approximation the accessible areas shrink to $\sqrt{11.9/20}=0.77$ of their initial size, which sharpens the peak. Trajectories with this energy loss, but without scattering, give about 15% more flux within 0.05 nm near 100 nm than trajectories at fixed energy. A fixed-energy flux table misses this change, even though (1) contains no energy.

Thermal vibration with a rough amplitude of 0.008 nm per axis changes the average row potential at the channel centre by only 1.2%; a common factor in $U$ would leave the contours, and hence (7), unchanged. Scattering by the displaced atoms is a separate effect: in trajectories past individual vibrating atoms it lowers the mean flux within 0.05 nm by about 4% near 100 nm. The transverse zero-point energy is about 0.06 eV, similar to the energy added by a 0.1° tilt. Quantum mechanics thus limits the central value even without tilt or scattering, although this energy alone does not determine the limit.

The row-average potential is least reliable for ions that enter close to a row. Suppose the outermost area fraction $f$ is instead spread uniformly over the channel. Its contribution at the centre changes from $\int_{1-f}^1da/a=-\ln(1-f)$ to $f$. For $f=0.15$ this is a change from 0.163 to 0.150, negligible beside a central flux of several. If these ions are stopped before the depth of interest, the full 0.163 is lost from the flux measured per incident ion. Divided instead by the mean flux of the surviving ions, the central value rises: for $b=0.05$ nm it becomes $(3.57-0.16)/0.85\approx4.0$.

For implementation, use (2) when the central bin satisfies $b^2/R^2\gg q$, transverse mixing is adequate and the ions have lost little of their energy. Here $q$ must include all added transverse energy: beam tilt and divergence, and scattering down to the depth of interest. In this example electronic scattering alone gives $q\approx0.03$ at 100 nm. When $q$ is comparable with $b^2/R^2$, use (14) or (11), or evaluate (15) from the computed contours. These formulas also assume mixing and little energy loss. At 100 nm in this example (14) gives about 3.2 for $b=0.05$ nm, whereas trajectories give about 3.6 with the scattering kicks alone and 4.1 to 4.2 with scattering and energy loss together. For bins as small as 0.02 nm in this example, the difference of about 20% between trajectories and equilibrium favours following the ions directly. Electronic scattering and energy loss should then be included together: by 100 nm the first lowers the flux in such a bin by about a quarter, while the second raises it by about a fifth.

## Computed results

```
Circular channel, R = 1: fraction of ions within radius b
 b=0.1: log law 0.0561, mixed harmonic 0.0562, mixed quartic 0.0563
        unmixed law 0.1271, unmixed simulation 0.1270
 b=0.3: log law 0.3067, mixed harmonic 0.3063, mixed quartic 0.3068
        unmixed law 0.3762, unmixed simulation 0.3762
 b=0.6: log law 0.7278, mixed harmonic 0.7276, mixed quartic 0.7285
        unmixed law 0.7152, unmixed simulation 0.7152
Ion energy: 20.0 keV; ion mass: 11.009 u
Lattice constant: 0.5431 nm
Atom spacing along row: 0.3840 nm
Screening length: 0.01427 nm
Area per channel: 0.10428 nm^2
Equivalent radius R: 0.1822 nm = 3.443 bohr
Radius where log-law flux is 1: 0.1105 nm
Distance from centre to nearest rows: 0.2037 nm
Potential minima per channel: 1
Potential at centre: 5.255 eV
Barrier above centre: 8.77 eV
Area fraction below barrier: 0.410
Curvatures along x, y: 713, 1205 eV/nm^2
Transverse oscillation wavelength: 40.6 nm
r=0.02 nm: log-law local flux 4.419
 mean flux inside: log law 5.419, contour areas 5.410
 trajectories: 80-120 nm 6.33, 300-600 nm 6.45
r=0.05 nm: log-law local flux 2.586
 mean flux inside: log law 3.586, contour areas 3.573
 trajectories: 80-120 nm 3.74, 300-600 nm 3.75
r=0.10 nm: log-law local flux 1.200
 mean flux inside: log law 2.200, contour areas 2.175
 trajectories: 80-120 nm 2.19, 300-600 nm 2.19
Median transverse-energy drift: 0.03 %
Tilt 0.1 deg: adds 0.061 eV, central flux 5.58
Tilt 0.5 deg: adds 1.523 eV, central flux 2.70
Electronic stopping (random medium): 91.8 eV/nm
Energy left at 100 nm: 11.87 keV
Electron scattering to 100 nm: adds 0.458 eV, central flux 3.70
Scattering plus 0.5 deg tilt: adds 1.981 eV, central flux 2.50
Zero-point energy: 0.0604 eV, central flux 5.58
Rough vibration amplitude per axis: 0.008 nm
Thermal change of row potential at centre: 1.20 %
```
